# Spinor Factorization of Null Momenta and Little-Group Scaling

## Two momenta on one axis

Let a massless particle of energy $E$ move along $+z$. With the metric $(+,-,-,-)$ and $p^\mu=(E/c,\mathbf p)$, its momentum is $p=(p^0,0,0,p^0)$. Combine the four components into a $2\times2$ matrix with the Pauli matrices $\boldsymbol\sigma$:

$$
P=p^0\,\mathbf 1+\mathbf p\cdot\boldsymbol\sigma
=\begin{pmatrix}p^0+p_z&p_x-ip_y\\p_x+ip_y&p^0-p_z\end{pmatrix}.\tag{1}
$$

For motion along $+z$ one entry survives, and $P$ is a column times a row:

$$
P=\begin{pmatrix}2p^0&0\\0&0\end{pmatrix}
=\begin{pmatrix}\sqrt{2p^0}\\0\end{pmatrix}\begin{pmatrix}\sqrt{2p^0}&0\end{pmatrix}.\tag{2}
$$

A second particle $q=(q^0,0,0,-q^0)$ gives the column $(0,\sqrt{2q^0})^T$. The determinant of the two columns is $2\sqrt{p^0q^0}$. Its square is $4p^0q^0$, which equals $2p\cdot q=2(p^0q^0+p^0q^0)$. The spinors thus act as square roots of momenta, and their determinant as a square root of a scalar product.

The column in (2) could also be multiplied by a phase and the row by the inverse phase. A rotation about $z$ does just this to the spinor while leaving the momentum alone. That is the link between the factorization and helicity.

## Factorization of a general null momentum

From (1),

$$
\det P=(p^0)^2-p_z^2-(p_x^2+p_y^2)=p^2.\tag{3}
$$

Let $p^2=0$ with $p\ne0$; the components may be complex. Choose a nonzero entry $P_{ab}$ and define

$$
\lambda_c=\frac{P_{cb}}{\sqrt{P_{ab}}},\qquad
\tilde\lambda_d=\frac{P_{ad}}{\sqrt{P_{ab}}}.\tag{4}
$$

The vanishing determinant means $P_{cb}P_{ad}=P_{ab}P_{cd}$ for all indices. Hence $\lambda_c\tilde\lambda_d=P_{cd}$, or

$$
P=\lambda\tilde\lambda^T.\tag{5}
$$

If also $P=\lambda'\tilde\lambda'^T$, both columns span the one-dimensional column space of $P$, so $\lambda'=t\lambda$ with $t\neq0$. Then $\lambda(\tilde\lambda-t\tilde\lambda')^T=0$, which requires $\tilde\lambda'=\tilde\lambda/t$. The complete freedom is therefore

$$
\lambda\to t\lambda,\qquad\tilde\lambda\to t^{-1}\tilde\lambda.\tag{6}
$$

For a massive momentum with $P_{11}\ne0$, the construction (4) with $a=b=1$ reproduces every entry except the last, where it misses

$$
P_{22}-\frac{P_{21}P_{12}}{P_{11}}=\frac{\det P}{P_{11}}=\frac{p^2}{P_{11}}.\tag{7}
$$

For $p=(5,0,0,4)$ GeV/$c$, $p^2=9\,(\mathrm{GeV}/c)^2$ and $P_{11}=9$ GeV/$c$, so the residue is 1 GeV/$c$. A single pair of spinors cannot represent this momentum.

For a real null momentum with $p^0>0$, write $\mathbf p=p^0\mathbf n$, where $\mathbf n$ has polar angle $\theta$ and azimuth $\varphi$. A convenient choice is

$$
\lambda=\sqrt{2p^0}\begin{pmatrix}\cos(\theta/2)\\e^{i\varphi}\sin(\theta/2)\end{pmatrix},
\qquad\tilde\lambda=\lambda^*.\tag{8}
$$

The diagonal entries of $\lambda\lambda^\dagger$ are $2p^0\cos^2(\theta/2)=p^0(1+\cos\theta)$ and $2p^0\sin^2(\theta/2)=p^0(1-\cos\theta)$. The upper off-diagonal entry is $2p^0\cos(\theta/2)\sin(\theta/2)e^{-i\varphi}=p^0\sin\theta\,e^{-i\varphi}$, as (1) requires. Keeping $\tilde\lambda=\lambda^*$ under (6) demands $t^*=1/t$, so $|t|=1$.

Since $\lambda^\dagger\lambda=2p^0$, we have $P\lambda=2p^0\lambda$. But $P=p^0(1+\mathbf n\cdot\boldsymbol\sigma)$, and therefore

$$
\mathbf n\cdot\boldsymbol\sigma\,\lambda=\lambda.\tag{9}
$$

In this convention $\lambda$ is a spinor with spin along its momentum.

## Angle and square brackets

For two null momenta define the antisymmetric products

$$
\langle ij\rangle=\lambda_i^1\lambda_j^2-\lambda_i^2\lambda_j^1,\qquad
[ij]=\tilde\lambda_i^1\tilde\lambda_j^2-\tilde\lambda_i^2\tilde\lambda_j^1.\tag{10}
$$

Place the columns side by side in $2\times2$ matrices. Then

$$
P_i+P_j=\lambda_i\tilde\lambda_i^T+\lambda_j\tilde\lambda_j^T
=(\lambda_i\ \lambda_j)(\tilde\lambda_i\ \tilde\lambda_j)^T.\tag{11}
$$

By (3), the determinant of the left side is $(p_i+p_j)^2=2p_i\cdot p_j$, because both squares vanish. On the right, the determinant of the product is the product of the determinants:

$$
\boxed{\langle ij\rangle[ij]=2p_i\cdot p_j.}\tag{12}
$$

If the square bracket is defined with the opposite sign, the same statement reads $\langle ij\rangle[ji]=2p_i\cdot p_j$.

For real momenta of positive energy, (8) gives $[ij]=\langle ij\rangle^*$. If $\theta_{ij}$ is the angle between the two directions,

$$
|\langle ij\rangle|^2=2p_i^0p_j^0(1-\cos\theta_{ij}),\qquad
|\langle ij\rangle|=2\sqrt{p_i^0p_j^0}\,\sin\frac{\theta_{ij}}2.\tag{13}
$$

The bracket vanishes linearly as the momenta become parallel, while the scalar product vanishes quadratically.

Complex momenta behave differently. In any fixed momentum unit, take $\lambda_i=\lambda_j=(1,0)^T$, $\tilde\lambda_i=(1,0)^T$ and $\tilde\lambda_j=(0,1)^T$. Then $\langle ij\rangle=0$ but $[ij]=1$. Here $p_j=(0,\tfrac12,\tfrac i2,0)$, which is null but not real. The scalar product is zero although one bracket is not. For real positive-energy momenta this is impossible, since the two brackets have equal modulus.

## The phase of a helicity state

A rotation by $\chi$ about $z$ acts on two-component spinors as $D=e^{-i\chi\sigma_z/2}$. On a state of helicity $h$ moving along $z$, with $h$ in units of $\hbar$, it gives the factor $e^{-ih\chi}$. To compare these phases for any direction, the states must be tied to the spinors.

Let $k$ be a reference momentum along $z$ with spinor $\lambda_k=(\sqrt{2k^0},0)^T$. Let $L$ be a complex $2\times2$ matrix of unit determinant with $L\lambda_k=\lambda$. Such matrices represent Lorentz transformations through $P\to LPL^\dagger$, which preserves $\det P=p^2$. Define

$$
|\lambda,h\rangle=U(L)|k,h\rangle,\tag{14}
$$

where $U(L)$ is the operator of the transformation on states. The matrix $L$ is not unique: it may be replaced by $LN$ with $N\lambda_k=\lambda_k$. Unit determinant then forces

$$
N=\begin{pmatrix}1&b\\0&1\end{pmatrix}.\tag{15}
$$

These are the translations of the little group, the group that leaves $k$ unchanged. We assume, as holds for photons and for electrons treated as massless, that they act trivially on physical states. On a photon polarization vector they add a multiple of $k$, which is the gauge shift met in (22) below. The definition (14) is then unambiguous.

Now insert the rotation $D$ before $L$. Since $D\lambda_k=e^{-i\chi/2}\lambda_k$, the matrix $LD$ carries $\lambda_k$ to $t\lambda$ with $t=e^{-i\chi/2}$. Consequently

$$
|t\lambda,h\rangle=U(L)U(D)|k,h\rangle=e^{-ih\chi}|\lambda,h\rangle=t^{2h}|\lambda,h\rangle.\tag{16}
$$

An incoming particle enters an amplitude as a ket and contributes $t^{2h}$. An outgoing particle enters as a bra and contributes $(t^{2h})^*=t^{-2h}$. For one outgoing leg, with all others fixed,

$$
\boxed{A(t\lambda,t^{-1}\tilde\lambda)=t^{-2h}A(\lambda,\tilde\lambda).}\tag{17}
$$

So far $|t|=1$. If $A$ is a rational function of the spinors, the difference of the two sides is a rational function of $t$ that vanishes at infinitely many points of the unit circle. Its numerator is then identically zero, and (17) holds for every $t\ne0$ at which both sides are defined. Differentiation at $t=1$ gives the local form

$$
\left(\lambda\cdot\frac{\partial}{\partial\lambda}
-\tilde\lambda\cdot\frac{\partial}{\partial\tilde\lambda}\right)A=-2hA.\tag{18}
$$

The operator counts powers of $\lambda$ minus powers of $\tilde\lambda$. For an incoming leg the right side is $+2hA$.

## Electron and photon wavefunctions

The rule can be seen at work in the wavefunctions. Use the Dirac matrices

$$
\gamma^0=\begin{pmatrix}0&\mathbf 1\\\mathbf 1&0\end{pmatrix},\quad
\gamma^k=\begin{pmatrix}0&\sigma_k\\-\sigma_k&0\end{pmatrix},\quad
\gamma\cdot a=\begin{pmatrix}0&\bar A\\A&0\end{pmatrix},\tag{19}
$$

where $A=a^0+\mathbf a\cdot\boldsymbol\sigma$ and $\bar A=a^0-\mathbf a\cdot\boldsymbol\sigma$. By (9), $\bar P\lambda=p^0(1-\mathbf n\cdot\boldsymbol\sigma)\lambda=0$. Hence $u=(0,\lambda)^T$ solves the massless Dirac equation $\gamma\cdot p\,u=0$. It has helicity $+\tfrac12$, and an incoming electron described by it contributes $t^{+1}$.

An incoming positron enters through $\bar v=v^\dagger\gamma^0$. With $v=(0,\lambda)^T$ this row is $(\tilde\lambda^T,0)$ and contributes $t^{-1}$. Comparison with $t^{2h}$ shows that the positron has $h=-\tfrac12$, opposite to the spin eigenvalue of the column $v$.

For outgoing photons the conjugated polarization vectors can be written as matrices:

$$
\mathcal E_+=\sqrt2\,\frac{\mu\tilde\lambda^T}{\langle\mu\lambda\rangle},\qquad
\mathcal E_-=\sqrt2\,\frac{\lambda\tilde\mu^T}{[\lambda\mu]}.\tag{20}
$$

Here $\mu$ and $\tilde\mu$ are reference spinors with nonzero brackets in the denominators. To check (20), take motion along $z$ and $\mu=\tilde\mu=(0,1)^T$. With $r=\sqrt{2p^0}$, $\langle\mu\lambda\rangle=-r$ and $[\lambda\mu]=r$, so

$$
\mathcal E_+=-\sqrt2\begin{pmatrix}0&0\\1&0\end{pmatrix}=-\frac{\sigma_x-i\sigma_y}{\sqrt2},\qquad
\mathcal E_-=\sqrt2\begin{pmatrix}0&1\\0&0\end{pmatrix}=\frac{\sigma_x+i\sigma_y}{\sqrt2}.\tag{21}
$$

These are the conjugates of the circular polarizations $-(1,i,0)/\sqrt2$ and $(1,-i,0)/\sqrt2$, with helicities $+1$ and $-1$. Rotating all spinors together extends the result to other directions, since the brackets are unchanged.

A different reference spinor can be expanded as $\mu'=a\mu+b\lambda$ with $a\neq0$. Because $\langle\mu'\lambda\rangle=a\langle\mu\lambda\rangle$,

$$
\mathcal E_+'=\mathcal E_++\frac{\sqrt2\,b}{a\langle\mu\lambda\rangle}P.\tag{22}
$$

The change is a multiple of the photon momentum, and the same holds for $\mathcal E_-$. Under (6), $\mathcal E_+$ scales as $t^{-1}/t=t^{-2}$ and $\mathcal E_-$ as $t/t^{-1}=t^2$, in agreement with (17).

## Annihilation into two photons

Consider $e^-(1)\,e^+(2)\to\gamma(3)\,\gamma(4)$ at lowest order, with the electron mass neglected. The helicities are $+\tfrac12,-\tfrac12,+1,-1$. With the coupling factored out, and $k=p_1-p_4$, $k'=p_1-p_3$, the two diagrams give

$$
T=\bar v_2\left[\frac{\gamma\cdot\epsilon_3^*\,\gamma\cdot k\,\gamma\cdot\epsilon_4^*}{k^2}
+\frac{\gamma\cdot\epsilon_4^*\,\gamma\cdot k'\,\gamma\cdot\epsilon_3^*}{k'^2}\right]u_1.\tag{23}
$$

The reference spinors may be chosen freely only if $T$ ignores the shift (22). Replace $\epsilon_3^*$ by $p_3$. Momentum conservation gives $k=p_3-p_2$, so $\bar v_2\gamma\cdot p_3=\bar v_2\gamma\cdot k$. Since $(\gamma\cdot k)^2=k^2$, the first term becomes $\bar v_2\gamma\cdot\epsilon_4^*u_1$. In the second, $\gamma\cdot p_3u_1=-\gamma\cdot k'u_1$, which gives $-\bar v_2\gamma\cdot\epsilon_4^*u_1$. The sum is zero. Photon 4 follows by exchanging the labels 3 and 4.

To evaluate (23), introduce

$$
\varepsilon=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad
x^T\varepsilon y=x^1y^2-x^2y^1,\qquad(\varepsilon x)^Ty=y^T\varepsilon x.\tag{24}
$$

If $A=xy^T$, then $\bar A=(\varepsilon y)(\varepsilon x)^T$. This holds because $\bar A$ has the diagonal entries of $A$ exchanged and the off-diagonal entries reversed in sign. The block form (19) turns (23) into

$$
T=\tilde\lambda_2^T\left[\frac{\bar{\mathcal E}_3K\bar{\mathcal E}_4}{k^2}
+\frac{\bar{\mathcal E}_4K'\bar{\mathcal E}_3}{k'^2}\right]\lambda_1.\tag{25}
$$

Choose $\mu=\lambda_1$ for photon 3 and $\tilde\mu=\tilde\lambda_2$ for photon 4:

$$
\bar{\mathcal E}_3=\sqrt2\,\frac{(\varepsilon\tilde\lambda_3)(\varepsilon\lambda_1)^T}{\langle13\rangle},\qquad
\bar{\mathcal E}_4=\sqrt2\,\frac{(\varepsilon\tilde\lambda_2)(\varepsilon\lambda_4)^T}{[42]}.\tag{26}
$$

The second term of (25) ends in $(\varepsilon\lambda_1)^T\lambda_1=\langle11\rangle=0$ and disappears. In the first, the outer factors are $\tilde\lambda_2^T\varepsilon\tilde\lambda_3=[23]$ and $(\varepsilon\lambda_4)^T\lambda_1=\langle14\rangle$. The middle factor is

$$
(\varepsilon\lambda_1)^T(\lambda_1\tilde\lambda_1^T-\lambda_4\tilde\lambda_4^T)\varepsilon\tilde\lambda_2
=-\langle41\rangle[42]=\langle14\rangle[42].\tag{27}
$$

Also $k^2=-2p_1\cdot p_4=-\langle14\rangle[14]$ by (12). Therefore

$$
T=\frac{2[23]\langle14\rangle}{\langle13\rangle[42]}\,
\frac{\langle14\rangle[42]}{-\langle14\rangle[14]}
=-\frac{2[23]\langle14\rangle}{\langle13\rangle[14]}.\tag{28}
$$

Now count powers in (28). For leg 1, $\langle14\rangle$ gives $+1$, the denominator $\langle13\rangle$ gives $-1$, and the denominator $[14]$ gives $+1$: the total is $+1$. Leg 2 appears once, in $[23]$, and gives $-1$. Leg 3 gives $-1-1=-2$, and leg 4 gives $1+1=+2$. These are $2h$ for the incoming legs and $-2h$ for the outgoing ones.

The scaling does not determine $T$ by itself. Multiplication by $(p_1\cdot p_3)/(p_1\cdot p_4)$ leaves every exponent unchanged but alters the angular dependence. The dynamics in (23) supplies that information.

For real momenta, (12) and (28) give

$$
|T|^2=4\,\frac{p_2\cdot p_3}{p_1\cdot p_3}
=4\,\frac{p_1\cdot p_4}{p_1\cdot p_3}
=4\cot^2\frac\theta2,\tag{29}
$$

where the second equality uses $(p_2-p_3)^2=(p_4-p_1)^2$, and the last holds in the centre-of-momentum frame with $\theta$ the angle between electron and photon 3.

If both photons have helicity $+1$, take $\mu=\lambda_1$ for both. Each term of (25) then ends in $\langle11\rangle=0$. If both have helicity $-1$, take $\tilde\mu=\tilde\lambda_2$ for both, and each term begins with $[22]=0$. Thus the equal-helicity amplitudes vanish in this massless tree-level calculation.

## A collision at 5 GeV per beam

Let electron and positron collide head-on along $z$ with 5 GeV each. Photon 3 leaves at $\theta=60^\circ$ and $\varphi=90^\circ$; photon 4 leaves in the opposite direction. Equation (8), with $\sqrt{2p^0}=\sqrt{10}=3.1623$ in units of $\sqrt{\mathrm{GeV}/c}$ and with $\varphi=0$ chosen for the two momenta along the axis, gives

$$
\lambda_1=\begin{pmatrix}3.1623\\0\end{pmatrix},\
\lambda_2=\begin{pmatrix}0\\3.1623\end{pmatrix},\
\lambda_3=\begin{pmatrix}2.7386\\1.5811i\end{pmatrix},\
\lambda_4=\begin{pmatrix}1.5811\\-2.7386i\end{pmatrix}.\tag{30}
$$

For example, $\langle13\rangle=3.1623\times1.5811i=5.000i$ GeV/$c$, whose modulus is $2.672\times10^{-18}$ kg m/s. Its partner is $[13]=-5.000i$ GeV/$c$, and the product is $25.00\,(\mathrm{GeV}/c)^2$. Directly from the momenta, $2p_1\cdot p_3=2(25-5\times2.5)=25\,(\mathrm{GeV}/c)^2$.

The other brackets needed are $[23]=-8.660$, $\langle14\rangle=-8.660i$ and $[14]=8.660i$, all in GeV/$c$. Hence

$$
T=-\frac{2(-8.660)(-8.660i)}{(5.000i)(8.660i)}
=\frac{-150.0i}{-43.30}=3.464i,\qquad |T|^2=12.00.\tag{31}
$$

This agrees with $4\times75/25=12$ from (29). Exchanging the photon helicities inverts the ratio and gives $|T|^2=4\times25/75=1.33$. The phase of $T$ depends on the spinor phases chosen in (8), whereas $|T|^2$ does not.

The numerical output below also compares (28), phase included, with the diagrams (23) evaluated from explicitly rotated wavefunctions in random frames. Rolling one leg about its momentum reproduces the exponents $+1,-1,-2,+2$.

The neglected electron rest energy is $1.02\times10^{-4}$ of the beam energy. This does not make the massless formula good at every angle. With the mass $m$ kept, the denominator of the second diagram is $k'^2-m^2c^2=-2p_1\cdot p_3$, and at small $\theta$

$$
2p_1\cdot p_3\simeq(p^0)^2\left[\theta^2+\left(\frac{mc^2}{E}\right)^2\right].\tag{32}
$$

With polarization vectors transverse in the centre-of-momentum frame, this diagram carries the forward pole of (29); with the references (26) the diagram vanished and the same pole entered through $\langle13\rangle$. The divergence of (29) at $\theta\to0$ is therefore an artefact of the massless limit, which requires $\theta\gg10^{-4}$ rad here. Near $\theta=180^\circ$ the denominator of the first diagram, $-2p_1\cdot p_4$, is altered in the same way, with $\theta$ in (32) replaced by $\pi-\theta$. Here (29) tends to zero instead of diverging, so the absolute error is small, but good relative accuracy still requires $\pi-\theta\gg10^{-4}$ rad. At $60^\circ$ the kinematics is far from both ends.

## Values computed for the example and the checks

```
beam energy: 5.0 GeV; photon 3 polar angle 60 deg, azimuth 90 deg
neglected electron rest energy / beam energy: 1.02e-04
p1 (GeV/c): 5.0000, 0.0000, 0.0000, 5.0000
p2 (GeV/c): 5.0000, 0.0000, 0.0000, -5.0000
p3 (GeV/c): 5.0000, 0.0000, 4.3301, 2.5000
p4 (GeV/c): 5.0000, 0.0000, -4.3301, -2.5000
lambda1 (sqrt(GeV/c)): 3.1623+0.0000i, 0.0000+0.0000i
lambda2 (sqrt(GeV/c)): 0.0000+0.0000i, 3.1623+0.0000i
lambda3 (sqrt(GeV/c)): 2.7386+0.0000i, 0.0000+1.5811i
lambda4 (sqrt(GeV/c)): 1.5811+0.0000i, 0.0000-2.7386i
<12> = 10.0000+0.0000i, [12] = 10.0000+0.0000i GeV/c
  product 100.0000, 2p1.p2 100.0000 (GeV/c)^2
<13> = 0.0000+5.0000i, [13] = 0.0000-5.0000i GeV/c
  product 25.0000, 2p1.p3 25.0000 (GeV/c)^2
<14> = 0.0000-8.6603i, [14] = 0.0000+8.6603i GeV/c
  product 75.0000, 2p1.p4 75.0000 (GeV/c)^2
<23> = -8.6603+0.0000i, [23] = -8.6603+0.0000i GeV/c
  product 75.0000, 2p2.p3 75.0000 (GeV/c)^2
<24> = -5.0000+0.0000i, [24] = -5.0000+0.0000i GeV/c
  product 25.0000, 2p2.p4 25.0000 (GeV/c)^2
<34> = 0.0000-10.0000i, [34] = 0.0000+10.0000i GeV/c
  product 100.0000, 2p3.p4 100.0000 (GeV/c)^2
|<13>| in SI: 2.6721e-18 kg m/s
T from diagrams: 0.0000+3.4641i (dimensionless)
T from brackets: 0.0000+3.4641i (dimensionless)
|T|^2: 12.0000 (dimensionless)
leg 1 incoming: helicity +0.50 hbar, exponent +1.0000 (roll), +1.0000 (real t)
leg 2 incoming: helicity -0.50 hbar, exponent -1.0000 (roll), -1.0000 (real t)
leg 3 outgoing: helicity +1.00 hbar, exponent -2.0000 (roll), -2.0000 (real t)
leg 4 outgoing: helicity -1.00 hbar, exponent +2.0000 (roll), +2.0000 (real t)
massive test momentum: p^2 = 9.0000 (GeV/c)^2, residue 1.0000 GeV/c
largest relative gap, diagrams vs brackets: 4.2e-15
largest relative equal-helicity amplitude: 7.5e-15
largest relative gauge-shift change: 9.6e-16
```
